# Does uniform scaling give the bulk modulus of a hexagonal crystal?: verification in Python

```python
"""
Result under test, for a stress-free hexagonal crystal:
  uniform scaling (fixed c/a):  K_V = (2A + B + 4F)/9
  hydrostatic pressure:         K_R = (A B - 2 F^2)/M,  M = A + 2B - 4F
  K_V - K_R = 2 (A - B - F)^2/(9 M) >= 0
with A = C11 + C12, B = C33, F = C13 (elastic constants).
Strains: x = ln(a/a0), z = ln(c/c0), theta = 2x + z, eta = z - x.
Energies in eV, lengths in angstrom, moduli in eV/angstrom^3.
The graphite and zinc constants are rough sizes, not computed here.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import minimize_scalar, root

GPA = constants.e * 1e30 / 1e9   # one eV/angstrom^3 in GPa


def voigt(A, B, F):
    return (2 * A + B + 4 * F) / 9


def reuss(A, B, F):
    return (A * B - 2 * F**2) / (A + 2 * B - 4 * F)


# Symbolic check: compliance sum from the inverted stiffness matrix
c11, c12, c13, c33 = sp.symbols("c11 c12 c13 c33")
stiff = sp.Matrix([[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]])
ones = sp.ones(3, 1)
k_hydro = 1 / (ones.T * stiff.inv() * ones)[0]
k_scale = (ones.T * stiff * ones)[0] / 9
A_s = c11 + c12
assert sp.simplify(k_hydro - reuss(A_s, c33, c13)) == 0
assert sp.simplify(k_scale - voigt(A_s, c33, c13)) == 0
gap = 2 * (A_s - c33 - c13)**2 / (9 * (A_s + 2 * c33 - 4 * c13))
assert sp.simplify(k_scale - k_hydro - gap) == 0

# Model hcp crystal: strong Morse pairs in a layer, weak ones between layers
D_IN, D_OUT, ALPHA, R0 = 1.0, 0.1, 1.5, 3.0
pairs = []
for i, j, k in itertools.product(range(-6, 7), range(-6, 7), range(-4, 5)):
    for di, dj, dk in ((0, 0, 0), (1 / 3, 2 / 3, 0.5)):
        u, v, w = i + di, j + dj, k + dk
        p2, q2 = u * u + v * v - u * v, w * w
        if 0 < 2.9**2 * p2 + 4.7**2 * q2 < 12.0**2:
            pairs.append((p2, q2))
P2, Q2 = np.array(pairs).T
DEPTH = np.where(Q2 == 0, D_IN, D_OUT)


def volume(s):
    """Volume per atom; s = (ln a, ln c)."""
    return np.sqrt(3) / 4 * np.exp(2 * s[0] + s[1])


def distances(s):
    return np.sqrt(np.exp(2 * s[0]) * P2 + np.exp(2 * s[1]) * Q2)


def energy(s):
    """Energy per atom from the explicit pair sum."""
    g = np.exp(-ALPHA * (distances(s) - R0))
    return 0.5 * np.sum(DEPTH * (g * g - 2 * g))


def gradient(s):
    """Derivatives of the energy per atom by ln a and ln c."""
    r = distances(s)
    g = np.exp(-ALPHA * (r - R0))
    slope = 2 * ALPHA * DEPTH * (g - g * g) / r
    return 0.5 * np.array([np.sum(slope * np.exp(2 * s[0]) * P2),
                           np.sum(slope * np.exp(2 * s[1]) * Q2)])


def loaded_state(pressure, start):
    """Cell whose stresses along a and c both equal -pressure."""
    def residual(s):
        return gradient(s) + pressure * volume(s) * np.array([2.0, 1.0])
    s = root(residual, start, tol=1e-12).x
    assert np.max(np.abs(residual(s))) < 1e-9
    return s


s0 = loaded_state(0.0, np.log([2.85, 4.55]))
V0, E0 = volume(s0), energy(s0)
d = 1e-4
dx, dz = np.array([d, 0.0]), np.array([0.0, d])
by_x = (gradient(s0 + dx) - gradient(s0 - dx)) / (2 * d)
by_z = (gradient(s0 + dz) - gradient(s0 - dz)) / (2 * d)
A_m, F_m, B_m = by_x[0] / (2 * V0), by_x[1] / (2 * V0), by_z[1] / V0
assert A_m > 0 and A_m * B_m > 2 * F_m**2   # a true minimum in a and c

h = 2e-3


def scaled_energy(theta):
    return energy(s0 + theta / 3)


def relaxed_energy(theta):
    """Lowest energy at fixed volume over c/a."""
    def at_eta(eta):
        return energy(s0 + np.array([theta - eta, theta + 2 * eta]) / 3)
    return minimize_scalar(at_eta, bounds=(-0.03, 0.03), method="bounded",
                           options={"xatol": 1e-10}).fun


K_scaled = (scaled_energy(h) + scaled_energy(-h) - 2 * E0) / (h * h * V0)
K_relaxed = (relaxed_energy(h) + relaxed_energy(-h) - 2 * E0) / (h * h * V0)
p = 1e-3
K_pressure = -V0 * 2 * p / (volume(loaded_state(p, s0))
                            - volume(loaded_state(-p, s0)))
KV_m, KR_m = voigt(A_m, B_m, F_m), reuss(A_m, B_m, F_m)
# tolerances cover the finite strain and pressure steps
assert abs(K_scaled / KV_m - 1) < 1e-3
assert abs(K_relaxed / KR_m - 1) < 1e-3
assert abs(K_pressure / KR_m - 1) < 1e-3
assert KV_m / KR_m > 1.05   # the two moduli are clearly distinct here


# Does symmetry keep the fractional positions force-free as c/a changes?
def force_ratio(basis, c_over_a):
    """Largest net pair force on an atom over the sum of magnitudes."""
    cell = np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0], [0, 0, c_over_a]])
    shifts = np.array(list(itertools.product(range(-3, 4), repeat=3)))
    worst = 0.0
    for atom in basis:
        frac = np.concatenate([shifts + other - atom for other in basis])
        vec = frac @ cell
        r2 = np.sum(vec**2, axis=1)
        f = vec * np.exp(-10 * r2)[:, None]
        total = np.sum(np.linalg.norm(f, axis=1))
        worst = max(worst, np.linalg.norm(f.sum(axis=0)) / total)
    return worst


t = 1 / 3
hcp = np.array([[t, 2 * t, 0.25], [2 * t, t, 0.75]])
graphite_sites = np.array([[0, 0, 0.25], [0, 0, 0.75],
                           [t, 2 * t, 0.25], [2 * t, t, 0.75]])
wurtzite = np.array([[t, 2 * t, 0], [2 * t, t, 0.5],
                     [t, 2 * t, 0.4], [2 * t, t, 0.9]])
for ratio in (1.4, 1.6):
    assert force_ratio(hcp, ratio) < 1e-10
    assert force_ratio(graphite_sites, ratio) < 1e-10
    assert force_ratio(wurtzite, ratio) > 0.01

print("MODEL HCP CRYSTAL (moduli in eV/A^3)")
print(f"Morse depth in layer, between layers: {D_IN}, {D_OUT} eV")
print(f"Morse exponent {ALPHA} 1/A, pair distance {R0} A")
print(f"a0 = {np.exp(s0[0]):.4f} A, c0 = {np.exp(s0[1]):.4f} A")
print(f"volume per atom = {V0:.4f} A^3")
print(f"C11+C12 = {A_m:.4f}, C33 = {B_m:.4f}, C13 = {F_m:.4f}")
print(f"K from uniformly scaled energies  = {K_scaled:.5f}")
print(f"K_V from elastic constants        = {KV_m:.5f}")
print(f"K from energies relaxed in c/a    = {K_relaxed:.5f}")
print(f"K from hydrostatic pressure       = {K_pressure:.5f}")
print(f"K_R from elastic constants        = {KR_m:.5f}")
print(f"1 eV/A^3 = {GPA:.3f} GPa")

# Rough room-temperature sizes: C11, C12, C13, C33 in eV/angstrom^3
rough = {"GRAPHITE": (6.9, 1.1, 0.09, 0.24),
         "ZINC": (1.0, 0.23, 0.33, 0.40)}
theta = -0.01
for name, (C11, C12, C13, C33) in rough.items():
    C = np.array([[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]])
    assert np.all(np.linalg.eigvalsh(C) > 0)
    A, B, F = C11 + C12, C33, C13
    M = A + 2 * B - 4 * F
    KV, KR = voigt(A, B, F), reuss(A, B, F)
    stress = C @ np.full(3, theta / 3)
    assert np.isclose(stress[0], (A + F) * theta / 3)
    assert np.isclose(stress[2], (B + 2 * F) * theta / 3)
    assert np.isclose(stress.mean(), KV * theta)
    response = np.linalg.solve(C, -np.ones(3))   # strain per unit pressure
    pressure = theta / response.sum()
    strain = pressure * response
    eta = (A - B - F) / M * theta
    assert np.isclose(pressure, -KR * theta)
    assert np.isclose(strain[2] - strain[0], eta)
    assert np.isclose(strain[2] / strain[0], (A - 2 * F) / (B - F))
    corners = []
    for f in itertools.product((0.95, 1.05), repeat=4):
        a, b, g = f[0] * C11 + f[1] * C12, f[3] * C33, f[2] * C13
        # both axes shrink under pressure, so K_R rises with each constant
        assert b > g and a > 2 * g and a * b > 2 * g * g
        corners.append((voigt(a, b, g), reuss(a, b, g)))
    low, high = np.min(corners, axis=0), np.max(corners, axis=0)
    print(f"{name} (rough inputs, eV/A^3)")
    print(f"C11 = {C11}, C12 = {C12}, C13 = {C13}, C33 = {C33}")
    print(f"A = {A:.3f}, A-B-F = {A - B - F:.3f}, M = {M:.3f}")
    print(f"K_V = {KV:.3f} eV/A^3 = {KV * GPA:.0f} GPa")
    print(f"K_R = {KR:.3f} eV/A^3 = {KR * GPA:.0f} GPa")
    print(f"K_V/K_R = {KV / KR:.2f}")
    print(f"K_V range, constants +-5%: {low[0]:.3f} to {high[0]:.3f}")
    print(f"K_R range, constants +-5%: {low[1]:.3f} to {high[1]:.3f}")
    print(f"volume strain theta = {theta}")
    print(f"scaled: stress along a = {stress[0]:.5f} eV/A^3")
    print(f"scaled: stress along c = {stress[2]:.5f} eV/A^3")
    print(f"hydrostatic: pressure = {pressure:.5f} eV/A^3")
    print(f"hydrostatic: x = {strain[0]:.6f}, z = {strain[2]:.6f}")
    print(f"hydrostatic: eta = {eta:.6f}, z/x = {strain[2] / strain[0]:.1f}")
    print(f"share of volume change from c = {strain[2] / theta:.3f}")
    if name == "GRAPHITE":
        print(f"with C13 = 0: K_V = {voigt(A, B, 0):.3f}, "
              f"K_R = {reuss(A, B, 0):.3f} eV/A^3")

print("tests ok")
```

Output:

```
MODEL HCP CRYSTAL (moduli in eV/A^3)
Morse depth in layer, between layers: 1.0, 0.1 eV
Morse exponent 1.5 1/A, pair distance 3.0 A
a0 = 2.9273 A, c0 = 4.5256 A
volume per atom = 16.7919 A^3
C11+C12 = 4.0315, C33 = 0.4029, C13 = 0.0990
K from uniformly scaled energies  = 0.98468
K_V from elastic constants        = 0.98467
K from energies relaxed in c/a    = 0.36129
K from hydrostatic pressure       = 0.36125
K_R from elastic constants        = 0.36129
1 eV/A^3 = 160.218 GPa
GRAPHITE (rough inputs, eV/A^3)
C11 = 6.9, C12 = 1.1, C13 = 0.09, C33 = 0.24
A = 8.000, A-B-F = 7.670, M = 8.120
K_V = 1.844 eV/A^3 = 296 GPa
K_R = 0.234 eV/A^3 = 38 GPa
K_V/K_R = 7.87
K_V range, constants +-5%: 1.752 to 1.937
K_R range, constants +-5%: 0.223 to 0.246
volume strain theta = -0.01
scaled: stress along a = -0.02697 eV/A^3
scaled: stress along c = -0.00140 eV/A^3
hydrostatic: pressure = 0.00234 eV/A^3
hydrostatic: x = -0.000185, z = -0.009631
hydrostatic: eta = -0.009446, z/x = 52.1
share of volume change from c = 0.963
with C13 = 0: K_V = 1.804, K_R = 0.226 eV/A^3
ZINC (rough inputs, eV/A^3)
C11 = 1.0, C12 = 0.23, C13 = 0.33, C33 = 0.4
A = 1.230, A-B-F = 0.500, M = 0.710
K_V = 0.464 eV/A^3 = 74 GPa
K_R = 0.386 eV/A^3 = 62 GPa
K_V/K_R = 1.20
K_V range, constants +-5%: 0.441 to 0.488
K_R range, constants +-5%: 0.367 to 0.406
volume strain theta = -0.01
scaled: stress along a = -0.00520 eV/A^3
scaled: stress along c = -0.00353 eV/A^3
hydrostatic: pressure = 0.00386 eV/A^3
hydrostatic: x = -0.000986, z = -0.008028
hydrostatic: eta = -0.007042, z/x = 8.1
share of volume change from c = 0.803
tests ok
```
